Rayleigh's mass rule and interlacing bounds for isotopic frequencies

**1. What scaling already fixes**

A harmonic frequency squared is a force constant divided by a mass. If every mass in a molecule is multiplied by q while the force constants stay as they are, every ω is therefore multiplied by 1/√q. If only some masses grow, none by more than a factor q, this suggests that each frequency lies between its old value and the old value divided by √q. The suggestion is correct for frequencies sorted by size at a minimum of the potential energy. For a single substituted atom there are further bounds, set by the frequencies of the molecule with that atom held fixed.

Let x collect the n Cartesian displacements, F be the matrix of second derivatives of the potential energy at a stationary point, and M be the diagonal matrix of positive masses, each repeated for its atom's coordinates. The harmonic equation is

F u = λ M u,  λ = ω².

In the Born-Oppenheimer approximation F does not contain the nuclear masses, so isotopologues share one F. The matrix M^(−1/2) F M^(−1/2) is real and symmetric, hence there is a complete set of solutions with

u_i^T M u_j = δ_ij,  u_i^T F u_j = λ_i δ_ij,  λ_1 ≤ λ_2 ≤ … ≤ λ_n.

Zero eigenvalues are included in this list. Primes denote the heavier molecule.

**2. Ordered eigenvalues as a minimum of maxima**

Define the Rayleigh quotient for x ≠ 0,

R(x) = x^T F x / x^T M x.

With x = Σ a_i u_i it becomes Σ λ_i a_i² / Σ a_i², a weighted mean of eigenvalues. The k-th eigenvalue is

λ_k = min over S of [max over x in S of R(x)],  dim S = k.  (1)

To prove this, take any k-dimensional S. The span of u_k, …, u_n has dimension n − k + 1. The two dimensions add up to n + 1, so the spaces share a nonzero vector. On it R is a mean of eigenvalues not below λ_k, so the maximum over S is at least λ_k. The choice S = span(u_1, …, u_k) gives the maximum λ_k, so the minimum is attained.

**3. Raising any set of masses**

For the heavier masses,

R'(x) = t(x) R(x),  t(x) = x^T M x / x^T M' x,  1/q ≤ t(x) ≤ 1,  (2)

because no mass falls and none grows by more than q. At a minimum x^T F x ≥ 0, so R ≥ 0.

For the upper bound, use the old space S = span(u_1, …, u_k) as a trial space in (1) for the new masses. On it R' ≤ R ≤ λ_k, hence λ'_k ≤ λ_k. For the lower bound, R' ≥ R/q for every x, so on every k-dimensional space the maximum of R' is at least λ_k/q. Together,

λ_k/q ≤ λ'_k ≤ λ_k,  or  ω_k/√q ≤ ω'_k ≤ ω_k.  (3)

At a saddle point some λ are negative, and the rule then holds for magnitudes. The number of negative eigenvalues is the largest dimension of a space on which x^T F x < 0: the negative eigenvectors span such a space, and any larger space meets the span of the remaining eigenvectors, where x^T F x ≥ 0. This number does not involve M. The same argument for −F fixes the number of positive eigenvalues, so each ordered eigenvalue keeps its sign. For λ_k ≥ 0 the trial space above still gives tR ≤ λ_k: where R ≥ 0, tR ≤ R ≤ λ_k, and where R < 0, tR < 0 ≤ λ_k because t > 0. Hence λ'_k ≤ λ_k. For λ_k < 0 apply that result to −F, whose corresponding eigenvalue is −λ_k. Then −λ'_k ≤ −λ_k, so the negative eigenvalue rises towards zero or stays. Thus |λ'_k| ≤ |λ_k|. For the lower bound, go on from M' to qM: no mass falls in this step, and the eigenvalues for qM are λ_k/q, so the same result gives |λ_k|/q ≤ |λ'_k|.

**4. How fast a level falls**

Let m_a be the mass of atom a and u_a its part of the vector u. For a simple eigenvalue, differentiate F u = λ M u with respect to m_a:

(F − λM) ∂u/∂m_a = (∂λ/∂m_a) M u + λ (∂M/∂m_a) u.

Multiply from the left by u^T. The left side vanishes because u^T(F − λM) = 0. On the right, u^T M u = 1 and u^T(∂M/∂m_a)u = |u_a|². Therefore

∂λ/∂m_a = −λ |u_a|²,  d ln ω / d ln m_a = −e_a/2,  e_a = m_a |u_a|²,  (4)

the second form being for λ > 0. In the motion u cos ωt each atom's kinetic energy is proportional to its m|u|², so e_a is the share of atom a and lies between 0 and 1.

If a simple positive level has u_a ≠ 0, it falls at once when m_a is raised, and by (3) it cannot return. If u_a = 0, then F u = λ M' u also holds, and the value λ stays in the spectrum. Its place in the sorted list is kept until another level comes down to it.

Integrating (4) from m to m' gives a mean share over ln m_a,

ē_a = 2 ln(ω/ω') / ln(m'/m).  (5)

Isolated level crossings do no harm here. After the fixed zero roots are divided out, det(F − λM) is a polynomial in λ and m_a. If its roots are distinct at one mass, its discriminant is not identically zero and vanishes at finitely many masses. Equation (4) holds between these, and (3) makes each ordered λ continuous across them.

**5. One substituted atom: hold it fixed**

Now let only the mass of atom a change, from m to m' > m. Let r be the number of its displacement components among the coordinates considered; without symmetry r = 3. The displacements with x_a = 0 form a space W of dimension n − r. Let μ_1 ≤ μ_2 ≤ … be the eigenvalues with atom a fixed, that is, those given by (1) with S restricted to W.

The restriction leaves fewer spaces to minimize over, so λ_k ≤ μ_k. In the other direction, let U = span(u_1, …, u_{k+r}). The space common to U and W has dimension at least (k + r) + (n − r) − n = k. A k-dimensional S inside it has R ≤ λ_{k+r}, so μ_k ≤ λ_{k+r}. Thus

λ_k ≤ μ_k ≤ λ_{k+r},  k = 1, …, n − r.  (6)

On W the quotient R does not contain m_a. The μ_k are therefore the same before and after substitution, and (6) holds for both molecules with the same μ_k.

**6. Counting the zero modes**

To state the bounds for the nonzero frequencies alone, the indices must be shifted. At a minimum, x^T F x = 0 implies F x = 0, as the expansion in u_i shows. A zero mode of the clamped molecule is therefore a zero mode of F that has x_a = 0. Let F have z zero modes. For an isolated molecule they include the translations, which can displace atom a in all r directions. Requiring x_a = 0 thus removes r of them, and z − r remain.

Number the nonzero frequencies by ω_j² = λ_{z+j} and c_j² = μ_{z−r+j}. Both lists have n − z members. Setting k = z − r + j in the right half of (6) gives c_j ≤ ω_j; setting k = z + j in the left half gives ω_j ≤ c_{j+r}. With (3) the result is

ω_{j−r} ≤ c_j ≤ ω'_j ≤ ω_j ≤ c_{j+r},  ω'_j ≥ √(m/m') ω_j.  (7)

A bound whose index does not exist is dropped. The best lower bound in (7) is the larger of c_j and √(m/m') ω_j. If the clamped frequencies have not been computed, ω_{j−r} can replace c_j.

Symmetry makes r smaller. Use commuting reflections and twofold rotations that leave atom a in place and remain symmetries after substitution. Displacements then separate into blocks, each even or odd under every operation. A translation has the same signs as the displacement of atom a along the same direction, so the zero-mode count holds in each block. For an atom of a planar molecule r = 2 in the plane and r = 1 out of it. For an atom on a twofold axis with two mirror planes through it, r = 1 in the totally symmetric block.

The number r cannot be lowered in general. Among 300 random three-dimensional spring networks of five atoms, with a mass drawn from the light end of the range raised by factors up to 1000, ω'_j ≥ ω_{j−1} failed somewhere in 299 and ω'_j ≥ ω_{j−2} in 173. The bounds with r = 3 held in all of them. The counts depend on these choices: for mass ratios of real isotopes, 2 or less, failures of ω'_j ≥ ω_{j−2} are rare in such small networks.

**7. The limit of a very heavy atom**

The value c_j is also the limit of ω'_j. Let v be any combination of the first j clamped vibrations with nonzero frequency. It obeys v^T F v ≤ c_j² v^T M v. Add to v an arbitrary zero mode, written as a translation by a vector d plus a zero mode w with w_a = 0. These sums form a space of dimension z + j, because no nonzero v is itself a zero mode. The added part does not change the potential energy.

Write ‖y‖² = y^T M y for displacements of the other atoms, and let M_r be their total mass. The translation has norm √M_r |d| on them. Since v and w are M-orthogonal, ‖v + w‖ ≥ ‖v‖. When √M_r |d| ≤ ‖v‖, the triangle inequality gives

x^T M' x ≥ m'|d|² + (‖v‖ − √M_r |d|)² ≥ ‖v‖² m'/(m' + M_r).

The last expression is the minimum over |d|, reached at |d| = √M_r ‖v‖/(m' + M_r). For larger |d| the term m'|d|² alone exceeds it. Hence R' ≤ c_j²(1 + M_r/m') on the whole space, and (1) with (7) yields

c_j ≤ ω'_j ≤ c_j √(1 + M_r/m').  (8)

As m' → ∞ both sides meet, so no larger lower bound holds for all heavier masses.

**8. A level that is preserved, then overtaken**

Consider a linear A-B-A molecule moving along its axis, with end masses m_A, central mass m_B and

V = ½k(s_1² + s_2²) + f s_1 s_2,  s_1 = x_2 − x_1,  s_2 = x_3 − x_2.

For x = (−1, 0, 1) both stretches equal 1. The derivatives of V with respect to x_1, x_2, x_3 are −(k+f), 0 and k+f, so

λ_sym = (k + f)/m_A.

For x = (1, −2m_A/m_B, 1) the stretches are −s and s, with s = 1 + 2m_A/m_B. The derivative with respect to x_1 is (k − f)s = λ m_A, and that for x_2 is −2(k − f)s = λ m_B(−2m_A/m_B), which is the same condition. Hence

λ_anti = (k − f)(1/m_A + 2/m_B).

Take k = 1, f = 0.2 and m_A = 1 in model units. Then λ_sym = 1.2, while λ_anti = 0.8(1 + 2/m_B). The ordered pairs are

m_B = 1: 1.2, 2.4
m_B = 2: 1.2, 1.6
m_B = 4: 1.2, 1.2
m_B = 8: 1.0, 1.2

The lower ordered value is preserved up to m_B = 4 and then falls, because the antisymmetric level has crossed the symmetric one. With the centre fixed the values are k − f = 0.8 and k + f = 1.2. The second separates the two levels for every m_B, as (7) requires with r = 1.

**9. Formaldehyde**

The Hessian of H₂CO was computed at the RHF/6-31G(d) minimum, with five spherical d functions per shell rather than six Cartesian ones, and used for all isotopologues. Only this basis was used, so the digits refer to this one Hessian and are not shown to be converged with respect to the basis. Electron correlation and anharmonicity are left out, so the wavenumbers below illustrate the inequalities and are not predictions of measured bands. Wavenumbers are proportional to ω and obey the same bounds. The six sorted values in cm⁻¹ are

H₂CO: 1336, 1383, 1680, 2031, 3158, 3230
HDCO: 1138, 1211, 1557, 1997, 2362, 3196
D₂CO: 1072, 1092, 1224, 1960, 2322, 2412

Every column falls. The columns do not follow a mode's character: the out-of-plane vibration is the first entry for H₂CO, at 1336 cm⁻¹, and the second for HDCO, at 1211 cm⁻¹.

For the first H → D substitution the mass factor is √(1.007825/2.014102) = 0.7074. In the plane r = 2, and the bounds in cm⁻¹ are

j = 1: c = 432, mass bound 978, HDCO 1138, H₂CO 1383
j = 2: c = 888, mass bound 1188, HDCO 1557, H₂CO 1680
j = 3: c = 1536, mass bound 1437, HDCO 1997, H₂CO 2031
j = 4: c = 2046, mass bound 2234, HDCO 2362, H₂CO 3158
j = 5: c = 3195, mass bound 2285, HDCO 3196, H₂CO 3230

For example, the first mass bound is 0.7074 × 1382.8 = 978 cm⁻¹. Neither lower bound is the better one throughout. For j = 5 the clamped frequency confines the result to between 3195 and 3230 cm⁻¹, however heavy the substituted atom becomes. For j = 3 the heavy limit, 1536 cm⁻¹, lies below ω_2 at 1680 cm⁻¹, so one-step interlacing fails in this block for a sufficiently heavy atom, although HDCO itself does not violate it.

The initial slope can be a poor guide to a full H → D shift. In H₂CO one hydrogen has the shares 0.48 and 0.45 in the fourth and fifth in-plane modes. With ln(m'/m) = 0.692, equation (5) gives mean shares of

2 ln(3157.6/2362.1)/0.692 = 0.84,
2 ln(3230.1/3196.2)/0.692 = 0.03.

The substituted atom thus takes up most of the motion in the fourth mode and loses nearly all of it in the fifth.

For ¹²C → ¹³C the carbon lies on the twofold axis, and r = 1 in the totally symmetric block. Two decimals are kept here to resolve differences within one harmonic model. In cm⁻¹,

C fixed: 1304.07, 1679.90, 3109.31
¹³C: 1679.73, 1986.56, 3152.52
¹²C: 1679.74, 2030.93, 3157.60

The clamped values separate successive levels for both isotopes. The lowest level is nearly unchanged. Its printed shift is 0.01 cm⁻¹, below 0.02 cm⁻¹ after allowing for rounding. With ln(m'/m) = 0.080, equation (5) puts carbon's mean share below 3 × 10⁻⁴: for this Hessian, carbon is almost at rest in this mode.

**10. Use in a program**

Compute F once, symmetrize it, and remove numerical residues in the rigid motions with a projector built from unweighted displacement vectors. The projected F is then one mass-independent matrix, to which the proofs apply. This presumes a well-converged geometry. For H₂CO the frequencies agree with those of the usual mass-weighted projection to about 0.003 cm⁻¹ at the minimum, but differ by up to 8 cm⁻¹ when the largest gradient component is 0.012 hartree/bohr. For each isotopologue diagonalize M^(−1/2) F M^(−1/2), remove the known number of zeros, and sort within the chosen symmetry block. For the c_j, delete the rows and columns of the substituted atom and remove r fewer zeros. This count needs the free translations of an isolated molecule. For a partial Hessian with frozen atoms, use (3) and (6) on the full sorted lists instead.

At a minimum, a violation of (7) beyond rounding error means that one of its conditions has been broken: for example, F differs between the isotopologues, more than one atom changes or a mass is lowered, the translations are not zero modes, the zeros are miscounted, r is too small, or the levels are not sorted. The inequalities do not cover anharmonic fundamentals or mass-dependent corrections to the potential. The numerical check tests the bounds, the zero counts, the heavy-atom limit, the fixed signs and falling magnitudes for indefinite Hessians, and the mass derivative.

Computed values

```
random networks tested: 300
networks violating one-step interlacing: 299
networks violating two-step interlacing: 173
indefinite Hessians tested: 300
A-B-A model: k = 1.0, f = 0.2, end mass = 1.0 (model units)
  central mass 1: ordered omega^2 = 1.2000 2.4000 (model units)
  central mass 2: ordered omega^2 = 1.2000 1.6000 (model units)
  central mass 4: ordered omega^2 = 1.2000 1.2000 (model units)
  central mass 8: ordered omega^2 = 1.0000 1.2000 (model units)
  central atom fixed: omega^2 = 0.8000 1.2000 (model units)
Formaldehyde, RHF/6-31G(d), optimized geometry
  C-O 1.1844 angstrom, C-H 1.0915 angstrom, H-C-H 115.72 degrees
  masses H 1.007825, D 2.014102, O 15.994915 u
  masses 12C 12.000000, 13C 13.003355 u
All six ordered wavenumbers (cm^-1)
  H2CO: 1335.5 1382.8 1679.7 2030.9 3157.6 3230.1
  HDCO: 1137.8 1210.8 1556.9 1996.7 2362.1 3196.2
  D2CO: 1071.7 1092.0 1223.5 1960.1 2321.6 2411.9
  one H fixed: 431.6 888.1 1071.5 1536.4 2045.7 3195.2
In-plane block, H -> D, r = 2 (cm^-1)
  H2CO: 1382.8 1679.7 2030.9 3157.6 3230.1
  HDCO: 1137.8 1556.9 1996.7 2362.1 3196.2
  that H fixed: 431.6 888.1 1536.4 2045.7 3195.2
  mass-ratio lower bound: 978.2 1188.2 1436.6 2233.6 2284.9
  sqrt(m_H/m_D) = 0.70738 (no unit)
Out-of-plane block, H -> D, r = 1 (cm^-1)
  H2CO, HDCO, that H fixed: 1335.5 1210.8 1071.5
  kinetic-energy share of one H, in-plane modes of H2CO (no unit): 0.3643 0.4536 0.0343 0.4785 0.4451
Totally symmetric block, 12C -> 13C, r = 1 (cm^-1)
  12C: 1679.74 2030.93 3157.60
  13C: 1679.73 1986.56 3152.52
  C fixed: 1304.07 1679.90 3109.31
  mass-ratio lower bound: 1613.64 1951.01 3033.33
```
